# A single-pole inverse dielectric function fixed by two sum rules: a program that tests the result

```python
# Result under test: a one-line model of the loss function L = -Im 1/eps(q,w),
#   L = A_q delta(w - w_q) for w > 0, fixed by the f-sum rule and by static
#   screening, has w_q^2 = w_p^2/(1 - 1/eps(q,0)), A_q = pi w_p^2/(2 w_q).
# Symbols (Hartree atomic units): q wavevector, w frequency, w_p plasma
#   frequency, kF Fermi wavevector (= Fermi velocity), kTF Thomas-Fermi
#   wavevector, M_n = integral over w > 0 of w^n L, Omega true RPA plasmon.
# The reference is the full RPA loss function of a uniform electron gas;
# a small interacting system on a ring tests the sum rules beyond RPA.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants

hartree_ev = physical_constants["Hartree energy in eV"][0]
pi = np.pi

# ---- two interacting particles on a ring of length 2 pi ----
m_max, lattice_u, pair_g, q_ring, n_part = 8, 0.7, 0.9, 2, 2
m = np.arange(-m_max, m_max + 1)
one = np.eye(len(m))
up = np.eye(len(m), k=-1)                      # matrix of exp(i x)
h_one = np.diag(m**2 / 2.0) + lattice_u * (up + up.T) / 2
ham = np.kron(h_one, one) + np.kron(one, h_one)
ham += pair_g * (np.kron(up, up.T) + np.kron(up.T, up)) / 2
shift = np.linalg.matrix_power(up, q_ring).T   # matrix of exp(-i q x)
rho = np.kron(shift, one) + np.kron(one, shift)
energy, states = np.linalg.eigh(ham)
weight = (states.T @ rho @ states[:, 0])**2
gap = energy - energy[0]
ring_fsum = np.sum(gap * weight)
ring_static = -2 * np.sum(weight[1:] / gap[1:])
assert abs(ring_fsum - n_part * q_ring**2 / 2) < 1e-7


def induced(operator, strength=1e-3):
    """Derivative of <operator> with respect to its own field strength."""
    values = []
    for s in (strength, -strength):
        ground = np.linalg.eigh(ham + s * operator)[1][:, 0]
        values.append(np.vdot(ground, operator @ ground).real)
    return (values[0] - values[1]) / (2 * strength)


# cosine and sine fields together isolate the diagonal response
ring_induced = induced((rho + rho.T) / 2) + induced(1j * (rho - rho.T) / 2)
assert abs(ring_induced / ring_static - 1) < 1e-4

# ---- uniform electron gas in RPA ----
rs = 4.0
density = 3 / (4 * pi * rs**3)
kF = (3 * pi**2 * density)**(1 / 3)
wp = np.sqrt(4 * pi * density)
kTF = np.sqrt(4 * kF / pi)


def eps_rpa(q, z):
    """RPA dielectric function at z in the upper half-plane."""
    def slab(a):
        return 2 * a + (1 - a * a) * (np.log(a + 1) - np.log(a - 1))
    chi = slab((z - q*q/2) / (q*kF)) - slab((z + q*q/2) / (q*kF))
    return 1 - 4 * pi / q**2 * kF**2 / (4 * pi**2 * q) * chi


def eps_static(q):
    """Static RPA screening from a principal-value Fermi-sphere integral."""
    chi = quad(lambda k: -(kF**2 - k*k) * 2 / (4 * pi**2 * q), -kF, kF,
               weight="cauchy", wvar=-q / 2)[0]
    return 1 - 4 * pi / q**2 * chi


def eps_imag_quadrature(q, u):
    """RPA dielectric function at i*u, integrated over the Fermi sphere."""
    def integrand(k):
        delta = k * q + q * q / 2
        return -(kF**2 - k*k) * 2 * delta / (u*u + delta**2) / (4 * pi**2)
    return 1 - 4 * pi / q**2 * quad(integrand, -kF, kF, epsabs=1e-13)[0]


TINY = 1e-200j                                # approach real axis from above


def edge(q):
    return q * kF + q * q / 2


def loss_moments(q):
    """Continuum and plasmon parts of M_-1, M_0, M_1, and Omega."""
    low = abs(q * kF - q * q / 2)
    continuum = {}
    for n in (-1, 0, 1):
        continuum[n] = sum(
            quad(lambda w: -w**n * (1 / eps_rpa(q, w + TINY)).imag, a, b,
                 epsabs=1e-12, epsrel=1e-10, limit=300)[0]
            for a, b in ((0, low), (low, edge(q))))
    start = edge(q) * (1 + 1e-9)
    if eps_rpa(q, start + TINY).real > 0:
        return continuum, {-1: 0.0, 0: 0.0, 1: 0.0}, None
    omega = brentq(lambda w: eps_rpa(q, w + TINY).real, start,
                   edge(q) + 3 * wp, xtol=1e-14)
    slope = eps_rpa(q, omega + 1e-10j).imag / 1e-10
    return continuum, {n: pi * omega**n / slope for n in (-1, 0, 1)}, omega


def pole_energy(q):
    return wp / np.sqrt(1 - 1 / eps_static(q))


q_test = 0.5 * kF
assert abs(eps_rpa(q_test, 0.3j) - eps_imag_quadrature(q_test, 0.3)) < 1e-8

q_cut = brentq(lambda q: eps_rpa(q, edge(q) * (1 + 1e-12) + TINY).real,
               0.5 * kF, 1.5 * kF)

print("Ring: f-sum computed, N q^2/2 (a.u.): %.8f %.8f"
      % (ring_fsum, n_part * q_ring**2 / 2))
print("Ring: static response, spectral sum (a.u.): %.6f" % ring_static)
print("Ring: static response, induced density (a.u.): %.6f" % ring_induced)
print("Electron gas r_s (bohr): %.1f" % rs)
print("density n (bohr^-3): %.6f" % density)
print("kF, kTF (bohr^-1): %.5f %.5f" % (kF, kTF))
print("w_p (hartree): %.5f" % wp)
print("w_p (eV): %.3f" % (wp * hartree_ev))
print("plasmon cutoff q_c/kF: %.4f" % q_cut)

rows_energy, rows_weight = [], []
u_grid = wp * np.logspace(np.log10(0.02), 1, 120)
for ratio in (0.25, 0.5, 0.75, 1.5, 3.0):
    q = ratio * kF
    cont, plas, omega = loss_moments(q)
    total = {n: cont[n] + plas[n] for n in cont}
    static = eps_static(q)
    wq = pole_energy(q)
    amplitude = pi * wp**2 / (2 * wq)
    # sum rules of the full loss function
    assert abs(total[1] / (pi * wp**2 / 2) - 1) < 1e-6
    assert abs(2 / pi * total[-1] / (1 - 1 / static) - 1) < 1e-6
    # pole energy against the ratio of integrated moments
    assert abs(np.sqrt(total[1] / total[-1]) / wq - 1) < 1e-6
    # closed RPA form of the pole energy
    y = q / (2 * kF)
    g = 0.5 + (1 - y*y) / (4 * y) * np.log(abs((1 + y) / (1 - y)))
    closed = np.sqrt(wp**2 + kF**2 * q**2 / (3 * g))
    assert abs(closed / np.sqrt(total[1] / total[-1]) - 1) < 1e-6
    # bounds: integrated weight, and screening at imaginary frequency
    assert total[0] < amplitude
    exact = np.array([eps_rpa(q, 1j * u) for u in u_grid])
    excess = (1 / exact).real - (1 - wp**2 / (u_grid**2 + wq**2))
    assert excess.min() > -1e-8
    # common leading tail at large imaginary frequency
    u_far = 40 * wp if ratio > 1 else 20 * wp
    tail = u_far**2 * (1 - 1 / eps_imag_quadrature(q, u_far)) / wp**2
    tail_model = u_far**2 / (u_far**2 + wq**2)
    assert abs(tail - tail_model) < 0.02 and abs(tail - 1) < 0.1
    assert (omega is not None) == (q < q_cut)
    if omega is not None:
        assert wq < omega
    interp = np.sqrt(wp**2 + kF**2 * q**2 / 3 + q**4 / 4)
    om_text = "%.5f" % omega if omega is not None else "none"
    rows_energy.append("%.2f %.5f %.5f %.5f %s %.5f"
                       % (ratio, static, 1 - 1/static, wq, om_text, interp))
    rows_weight.append("%.2f %.5f %.5f %.5f %.5f %.5f"
                       % (ratio, plas[1] / total[1], plas[-1] / total[-1],
                          total[0], amplitude, excess.max()))

print("Energies in hartree; interp = w_p^2+vF^2q^2/3+q^4/4, rooted")
print("q/kF eps(q,0) 1-1/eps w_q Omega interp")
for row in rows_energy:
    print(row)
print("Plasmon shares of M_1 and M_-1; M_0 and A_q in hartree;")
print("err = largest error of model 1/eps on imaginary axis")
print("q/kF share_M1 share_M-1 M_0 A_q err")
for row in rows_weight:
    print(row)
print("w_q at q = 0.5 kF (eV): %.3f" % (pole_energy(q_test) * hartree_ev))

# ---- limits of small and large wavevector ----
q_small = 0.03 * kF
cont, plas, omega = loss_moments(q_small)
coef_pole = (pole_energy(q_small)**2 - wp**2) / (kF * q_small)**2
coef_plasmon = (omega**2 - wp**2) / (kF * q_small)**2
pair_part = 2 / pi * cont[-1] / (q_small / kTF)**2
assert abs(coef_pole - 1 / 3) < 0.005
assert abs(coef_plasmon - 3 / 5) < 0.01
assert abs(pair_part - 4 / 5) < 0.01
# pair share of the f-sum: doubling q must multiply it by about 2^4
cont_double = loss_moments(2 * q_small)[0]
pair_growth = cont_double[1] / cont[1]
assert abs(pair_growth / 16 - 1) < 0.05
q_mid = 0.2 * kF
quartic = (pole_energy(q_mid)**2 - wp**2 - (kF * q_mid)**2 / 3) / q_mid**4
assert abs(quartic * 36 - 1) < 0.01
q_large = 20 * kF
free_ratio = pole_energy(q_large) / (q_large**2 / 2)
assert abs(free_ratio - 1) < 0.01

print("Small q, at q/kF = %.2f:" % (q_small / kF))
print("(w_q^2-w_p^2)/(vF q)^2: %.5f" % coef_pole)
print("(Omega^2-w_p^2)/(vF q)^2: %.5f" % coef_plasmon)
print("pair part of (2/pi)M_-1, over q^2/kTF^2: %.5f" % pair_part)
print("growth of pair part of M_1 on doubling q: %.3f" % pair_growth)
print("36 x quartic coefficient, at q/kF = %.1f: %.5f"
      % (q_mid / kF, 36 * quartic))
print("w_q/(q^2/2) at q/kF = %.0f: %.5f" % (q_large / kF, free_ratio))
for eps_value in (12.0, -5.0):
    print("static eps = %.0f gives w_q/w_p: %.5f"
          % (eps_value, 1 / np.sqrt(1 - 1 / eps_value)))
print("every check passed")
```

Output:

```
Ring: f-sum computed, N q^2/2 (a.u.): 4.00000000 4.00000000
Ring: static response, spectral sum (a.u.): -2.401671
Ring: static response, induced density (a.u.): -2.401671
Electron gas r_s (bohr): 4.0
density n (bohr^-3): 0.003730
kF, kTF (bohr^-1): 0.47979 0.78159
w_p (hartree): 0.21651
w_p (eV): 5.891
plasmon cutoff q_c/kF: 0.4536
Energies in hartree; interp = w_p^2+vF^2q^2/3+q^4/4, rooted
q/kF eps(q,0) 1-1/eps w_q Omega interp
0.25 43.23809 0.97687 0.21905 0.22121 0.21916
0.50 11.39100 0.91221 0.22669 0.23687 0.22830
0.75 5.49000 0.81785 0.23941 0.26997 0.24699
1.50 1.92442 0.48036 0.31238 none 0.39203
3.00 1.04856 0.04631 1.00603 none 1.13089
Plasmon shares of M_1 and M_-1; M_0 and A_q in hartree;
err = largest error of model 1/eps on imaginary axis
q/kF share_M1 share_M-1 M_0 A_q err
0.25 0.99960 0.98023 0.33353 0.33613 0.01326
0.50 0.98994 0.90662 0.31622 0.32482 0.03809
0.75 0.90214 0.70943 0.29161 0.30756 0.06165
1.50 0.00000 0.00000 0.20164 0.23571 0.08937
3.00 0.00000 0.00000 0.06950 0.07319 0.00285
w_q at q = 0.5 kF (eV): 6.168
Small q, at q/kF = 0.03:
(w_q^2-w_p^2)/(vF q)^2: 0.33336
(Omega^2-w_p^2)/(vF q)^2: 0.60029
pair part of (2/pi)M_-1, over q^2/kTF^2: 0.80026
growth of pair part of M_1 on doubling q: 16.117
36 x quartic coefficient, at q/kF = 0.2: 1.00537
w_q/(q^2/2) at q/kF = 20: 0.99901
static eps = 12 gives w_q/w_p: 1.04447
static eps = -5 gives w_q/w_p: 0.91287
every check passed
```
